# Choosing Mesh and Convergence Settings for a Nonlinear Plating-Cell Calculation

A calculation of plating current has to be stopped twice: once when the nonlinear iteration is good enough, and once when the mesh is fine enough. It is tempting to let one number decide both, namely the difference between the current leaving the anode and the current reaching the cathode. In the cell treated below, a mesh of 5 mm balances these currents to a relative \(6\times10^{-16}\), yet its total current is wrong by 0.82%. The iteration threshold and the mesh spacing therefore need separate criteria. A third setting, damping of the Newton step, decides how much a poor starting potential costs.

## The model and its signs

The electrolyte has uniform conductivity \(\kappa\), is well stirred, and carries a current far below the mass-transport limit. Concentration gradients are then neglected, and the current density in solution is \(-\kappa\nabla\phi\). Steady charge conservation gives

\[
\nabla\cdot(-\kappa\nabla\phi)=0\quad\Rightarrow\quad\nabla^2\phi=0 .
\]

Both electrodes are of the same metal, and the equilibrium potential is set to zero. At an electrode of metal potential \(E\), the overpotential is \(\eta=E-\phi\). The current density from metal into solution, counted positive, is

\[
i(\eta)=i_0\left[e^{\alpha_a f\eta}-e^{-\alpha_c f\eta}\right],\qquad f=\frac{F}{RT}.
\]

Let \(n\) point out of the electrolyte. The solution current along \(n\) is \(-\kappa\,\partial_n\phi\), whereas \(i\) counts current in the opposite direction. Hence

\[
\kappa\,\partial_n\phi=i(E-\phi)\ \text{on electrodes},\qquad \partial_n\phi=0\ \text{on insulators}.
\]

The anode current \(I_a\) is positive and the cathode current \(I_c\) negative. The cell is two-dimensional, so both are per metre of depth.

Multiply Laplace's equation by a smooth function \(v\) and integrate by parts:

\[
0=\kappa\int v\nabla^2\phi\,dA=\int i(E-\phi)\,v\,ds-\kappa\int\nabla\phi\cdot\nabla v\,dA .
\]

For \(v=1\) the last integral vanishes and \(I_a+I_c=0\).

## Why every mesh can conserve current

Place potentials on a square grid of spacing \(h\), including the walls, and surround each node by its control volume. The current from node \(j\) to neighbour \(k\) is \(\kappa g_{jk}(\phi_j-\phi_k)\). Here \(g_{jk}\) is face length divided by node distance: 1 inside the cell and \(1/2\) for links along a wall. If \(w_j\) is the electrode length in the volume, the net current leaving it is

\[
R_j=\kappa\sum_k g_{jk}(\phi_j-\phi_k)-w_j\,i(E_j-\phi_j).
\]

The discrete solution has \(R_j=0\) at every node. At an electrode end, \(w_j=h/2\). Write the link sum as \((K\phi)_j\). Since \(g_{jk}=g_{kj}\), each link enters the sum over all nodes twice with opposite signs, so

\[
\sum_jR_j=-\sum_jw_ji_j=-(I_a+I_c).
\]

This holds for any trial potential. A converged solution therefore conserves current whatever the value of \(h\). Summing only over nodes above a horizontal section shows likewise that the current through the section equals \(I_a\).

The converse fails: a balanced total does not imply a solution. For a spatially constant trial potential \(c\), \(I_a+I_c\) falls continuously from positive to negative values as \(c\) rises, so some \(c\) balances the electrodes. No current then flows in the solution, although the electrodes demand it. Positive and negative residuals have merely cancelled. The iteration should be judged by the individual residuals or by the potential update.

Integrating a one-sided derivative over the cathode does not give an independent mesh check here either. Let \(S_m\) be the sum of potentials in row \(m\), with half weights at the side walls. Horizontal links cancel, leaving \(S_{m+1}-2S_m+S_{m-1}=0\) between the electrodes. Thus \(S_m\) is linear in height, and a consistent difference formula returns the conserved total. Comparing \(i\) with the potential gradient point by point does test the local discretization where the solution is smooth, but the difference is not an estimate of the error in \(i\).

## One solution, and a safe Newton step

Define \(P(\eta)=\int_0^\eta i\,d\eta'\), that is,

\[
P=\frac{i_0}{f}\left[\frac{e^{\alpha_af\eta}-1}{\alpha_a}+\frac{e^{-\alpha_cf\eta}-1}{\alpha_c}\right],
\]

and the function

\[
J(\phi)=\tfrac12\kappa\,\phi^TK\phi+\sum_jw_jP(E_j-\phi_j).
\]

Because \(dP(E-\phi)/d\phi=-i\), the gradient of \(J\) is \(R\). A second differentiation gives the Newton matrix

\[
M=\kappa K+\mathrm{diag}(w_ji'_j),
\]
\[
v^TMv=\kappa\sum_{\rm links}g_{jk}(v_j-v_k)^2+\sum_jw_ji'_jv_j^2 .
\]

The derivative \(i'=i_0f(\alpha_ae^{\alpha_af\eta}+\alpha_ce^{-\alpha_cf\eta})\) is positive. The quadratic form can vanish only if \(v\) is constant and zero on the electrodes, hence zero everywhere. So \(J\) is strictly convex. It also grows without bound in every direction: potential differences raise the first term, and a common shift raises \(P\). There is one minimum and therefore one discrete solution.

Newton's step \(\delta\) solves \(M\delta=-R\). It points downhill, since \(R^T\delta=-\delta^TM\delta<0\) unless \(R=0\). Backtracking starts with \(t=1\) and halves \(t\) until

\[
J(\phi+t\delta)\le J(\phi)+10^{-4}\,t\,R^T\delta .
\]

To see that this terminates, let \(m>0\) and \(m'\) be lower and upper bounds on the eigenvalues of \(M\) in a bounded region containing the iterates and trial points. Taylor's theorem gives

\[
J(\phi+t\delta)\le J(\phi)+tR^T\delta+\tfrac12t^2m'|\delta|^2,
\]

and \(|\delta|^2\le -R^T\delta/m\). The condition is met once \(t\le2(1-10^{-4})m/m'\), so accepted steps have a positive lower bound. Since \(J\) is bounded below, its decreases must tend to zero, and with them \(R\). In floating-point work the comparison needs a small allowance for rounding near the minimum.

Damping matters because of the exponential. Suppose a step has overshot to a large anodic overpotential, where the electrode term dominates a node. Then \(R\approx-wi\), \(M\approx wi'\), and the next step changes the potential by \(i/i'\approx1/(\alpha_af)\). However large the overshoot, it is undone by a fixed amount per iteration. With the parameters below this is \(1/(0.6\times38.92)=0.043\) V at the anode. The cathodic counterpart is 0.064 V.

A deliberately severe start at 10 V, with zero overpotential on both electrodes, takes 8 steps with backtracking and 133 without. It is a test of the algorithm, not a prediction: a real cell at that voltage may have side reactions and transport limits that the model omits. Backtracking costs little when full steps are accepted and is worth leaving on.

## The iteration threshold

Near the solution the gain per step can be bounded independently of the mesh. Let \(\phi^*\) be the discrete solution and \(e=\phi-\phi^*\). Then \(\eta^*=\eta+e\), and Taylor's theorem at each electrode node gives

\[
i(\eta^*)=i(\eta)+i'(\eta)e+\tfrac12i''(\xi)e^2 ,
\]

with \(\xi\) between \(\eta\) and \(\eta^*\). Subtract \(R(\phi^*)=0\) from \(R(\phi)\):

\[
R(\phi)=\kappa Ke-w[i(\eta)-i(\eta^*)]=Me+\tfrac12w\,i''(\xi)e^2 .
\]

The error after a full step is therefore

\[
e_{\rm new}=e-M^{-1}R=-\tfrac12M^{-1}\left[w\,i''(\xi)e^2\right].
\]

Two facts turn this into a bound. First, with \(\alpha=\max(\alpha_a,\alpha_c)\), comparing the exponentials term by term gives

\[
|i''(\xi)|\le\alpha f\,i'(\xi)\le\alpha f\,e^{\alpha f|e|}\,i'(\eta).
\]

Second, \(M^{-1}\) has no negative entries. To prove it, let \(Mx=b\) with \(b_j\ge0\), and suppose the smallest \(x_j\) is negative. In row \(j\), all link terms \(x_j-x_k\) and the electrode term are then non-positive. Their sum is non-negative, so each must vanish and every neighbour has the same value. Repeating the argument reaches an electrode node, where \(w i'x<0\), a contradiction.

Now \(K\) annihilates a constant, so \(M\mathbf1=w i'\) and \(M^{-1}(w i')=\mathbf1\). With \(\epsilon=\max_j|e_j|\),

\[
\boxed{\ \epsilon_{\rm new}\le\tfrac12\alpha f\,e^{\alpha f\epsilon}\,\epsilon^2\ }
\]

Neither \(h\) nor \(\kappa\) appears. For \(\alpha=0.6\) and \(f=38.92\) V\(^{-1}\), the coefficient \(\alpha f/2\) is 11.68 V\(^{-1}\).

This fixes a sensible threshold. Once the iteration is in its quadratic regime, the size of a full update approximates the error before that update. After an update of \(10^{-4}\) V, the remaining error is at most about

\[
11.68\times(10^{-4})^2\approx1.2\times10^{-7}\ \text{V}.
\]

Where one exponential dominates, a potential error \(\epsilon\) changes the local kinetic current by a relative amount of at most about \(\alpha f\epsilon\), here \(3\times10^{-6}\). A tighter threshold usually costs one more step and is useful in mesh studies, where small differences between solutions are needed.

At small overpotential \(i\approx i_0f(\alpha_a+\alpha_c)\eta\). To this order the equations are linear, and a single Newton step solves them up to the neglected nonlinear terms, which in the cell below leave about 0.3% of the voltage at 10 mV.

## What the mesh error depends on

Consider one cosine mode \(\cos(kx)\) of current at a wall, in a cell deep enough for the opposite wall not to matter. Laplace's equation gives a decay \(e^{-ky}\) away from the wall, so a current amplitude \(q\) produces the potential amplitude \(q/(\kappa k)\). On the grid the decay is \(e^{-\mu y}\), with

\[
\cosh\mu h=1+s,\qquad s=1-\cos kh .
\]

Balance in the half-volume at the wall contains one full link into the cell and two half links along the wall:

\[
\frac{qh}{\kappa}=\phi_0\left(1-e^{-\mu h}+s\right)=\phi_0\left(\cosh\mu h-e^{-\mu h}\right)=\phi_0\sinh\mu h .
\]

Using \(s=k^2h^2/2-k^4h^4/24+\dots\),

\[
\sinh^2\mu h=2s+s^2=k^2h^2\left(1+\frac{k^2h^2}{6}+\dots\right),
\]
\[
\phi_0=\frac{q}{\kappa k}\left(1-\frac{k^2h^2}{12}+\dots\right).
\]

The grid thus understates the resistance of each mode by a relative \(k^2h^2/12\) at leading order. If the current is smooth, high modes are weak and the total error is of order \(h^2\). A right-angled corner between electrode and insulator preserves this smoothness: reflecting the cell in the insulator continues the electrode with even data.

An anode that ends inside a flat wall is different. Let \(r\) be the distance from its edge, with the insulator at angle \(\theta=0\) and the electrode at \(\theta=\pi\). If the edge current density is \(j\), the leading singular part of the potential is

\[
\phi_s=\frac{j}{\pi\kappa}\,r\left(\ln r\,\cos\theta-\theta\sin\theta\right),
\]

where a change in the unit of \(r\) adds only a smooth linear term. This is the real part of \(z\ln z\) times a constant, so it is harmonic. Its angular derivative vanishes at \(\theta=0\). At \(\theta=\pi\) it gives \(\kappa\,\partial_n\phi_s=j\), as required.

To find the effect on the total current, write the surface potential as \(c+Zj\), where \(Z\) is the symmetric solution-resistance operator and \(c\) a constant. The electrode condition is \(\eta(j)+Zj+c=E\), with zero net current. A small mesh error \(\delta Z\) gives

\[
(\eta'+Z)\,\delta j=-\delta c-\delta Z\,j .
\]

Differentiation with respect to the anode voltage \(V\) gives \((\eta'+Z)\,\partial_Vj=\chi_a-\partial_Vc\), where \(\chi_a\) is 1 on the anode and 0 on the cathode. Take the inner product of the first equation with \(\partial_Vj\), move the symmetric operator across, and use zero net current for both \(\delta j\) and \(\partial_Vj\). The result is

\[
\delta I=-\langle\partial_Vj,\ \delta Z\,j\rangle .
\]

At the anode edge both \(j\) and \(\partial_Vj\) jump, so their mode amplitudes fall as \(1/k\). Since \(\delta Z\) is proportional to \(-h^2k\), the sum behaves as \(h^2\sum1/k\), cut off near \(k\sim1/h\). Hence

\[
I(h)-I\simeq h^2\left(A\ln\frac1h+B\right).
\]

This scaling argument gives the form, not \(A\). Summing the kinetics over the nodes adds a term of the same form. The trapezoidal error is about \(h^2/12\) times the slope of the integrand near its end, and at a distance \(h\) from the edge the tangential derivative of \(\phi_s\) grows as \(\ln(1/h)\).

The estimate needs \(h\) well below the kinetic length \(\ell=\kappa/i'\), over which electrode and solution resistance compete. As \(i'\) grows, \(\ell\) shrinks and the electrode approaches constant solution potential. The edge field then follows \(r^{1/2}\sin(\theta/2)\), with \(\theta\) now measured from the electrode, and the current density diverges as \(r^{-1/2}\). The field energy within \(r<h\) scales as \(\int_0^h r^{-1}r\,dr=h\), which suggests first-order convergence on a uniform mesh. In that regime, local refinement at the edge is the appropriate response.

## Extrapolating with the logarithm

Let \(I_1,I_2,I_3\) be total currents at spacings \(4h,2h,h\). Write the finest error as \(a\), and let \(b=h^2A\ln2\). The assumed law gives

\[
I_3=I+a,\quad I_2=I+4(a-b),\quad I_1=I+16(a-2b).
\]

In \(16I_3-8I_2+I_1\), the coefficient of \(a\) is \(16-32+16=0\), and that of \(b\) is \(32-32=0\). Therefore

\[
I\simeq\frac{16I_3-8I_2+I_1}{9}.
\]

The usual two-mesh formula \(I_3-(I_2-I_3)/3\) assumes a pure \(h^2\) error and leaves part of the logarithmic term.

## A worked cell

The cell is 100 mm wide and 50 mm high. The cathode covers the bottom and the anode covers the left 40 mm of the top. The chosen parameters are \(\kappa=20\) S/m, \(i_0=10\) A/m\(^2\), \(\alpha_a=0.6\), \(\alpha_c=0.4\), \(T=298.15\) K and 0.3 V between the metals.

A full-width anode provides a simple limit. The field is uniform, and the current density solves

\[
V=\eta(j)-\eta(-j)+\frac{jH}{\kappa}.
\]

The result is \(j=49.75\) A/m\(^2\), on the grid as well as from this scalar equation. The ohmic drop is \(49.75\times0.05/20=0.124\) V, leaving 0.176 V for the two electrode reactions.

For the partial anode, an independent reference uses no spatial mesh. Laplace's equation is solved mode by mode between the two walls. If \(q_a\) and \(q_c\) are the amplitudes of current entering from the top and bottom walls, the bottom potential amplitude is

\[
\phi_k(0)=\frac{q_c\coth kH+q_a/\sinh kH}{\kappa k},
\]

and the top amplitude follows by exchanging \(q_a\) and \(q_c\). The anode current is expanded in even Legendre polynomials, and the kinetic conditions close the system. Raising the number of polynomials from 12 to 18 changes the total and the two cathode-end currents by at most a relative \(1.5\times10^{-7}\). The total is 3.1137 A/m.

Dividing by the electrode lengths gives

\[
\frac{3.1137}{0.10}=31.14\ \text{A/m}^2=3.114\ \text{mA/cm}^2
\]

for the mean cathode current density, and \(3.1137/0.04=77.84\) A/m\(^2\) for the anode. The cathode carries 40.16 A/m\(^2\) at the end below the anode and 23.04 A/m\(^2\) at the far end, a ratio of 1.74. In this model the deposit would initially grow faster at the near end by that ratio, if current efficiency is uniform.

**Iteration.** At \(h=1.25\) mm, successive maximum errors include \(7.4\times10^{-3}\), \(4.3\times10^{-4}\) and \(1.4\times10^{-6}\) V. From the second of these the bound predicts at most \(2.1\times10^{-6}\) V for the third. Every recorded step satisfies the bound. All five meshes need 6 steps from the same uniform start, consistent with its mesh independence.

**Mesh.** The anode's kinetic length, estimated from its mean current density with the reverse reaction neglected, is

\[
\ell\approx\frac{\kappa}{\alpha_af\,j}=\frac{20}{0.6\times38.92\times77.84}=0.011\ \text{m}.
\]

The coarsest spacing, 5 mm, is about half of this; the finest, 0.3125 mm, is about one thirty-fifth. At the anode edge the current density is about 160 A/m\(^2\), twice the mean, so the kinetic length there is only about 5 mm. The coarsest spacing equals it, and the finest is about one-sixteenth of it. The error in total current, relative to the modal reference, falls from 0.82% to 0.0084%. The observed order rises from 1.55 to 1.74 and has not reached 2. Error divided by \(h^2\) grows by 0.00038, 0.00041, 0.00043 and 0.00044 A/m per mm\(^2\) at successive halvings. Nearly equal increments are what the logarithmic law requires; a pure \(h^2\) law would make them tend to zero. A smooth but nonuniform full-width anode gives order 1.99, which supports the edge as the cause.

The three finest meshes give

\[
\frac{16(3.1139272)-8(3.1145402)+3.1164977}{9}=3.113668\ \text{A/m},
\]

which differs from the reference by about \(2\times10^{-6}\) A/m. The two-mesh formula gives 3.113723 A/m, an error of \(6\times10^{-5}\) A/m. The extra digits serve this numerical comparison; the physical model does not justify them.

Pointwise, the kinetic cathode current density and \(\kappa\) times the potential gradient normal to the cathode have a largest difference of about \(4.7\times10^{-4}\) A/m\(^2\) on the finest mesh, with observed order 2.00 over the last halving. The actual error is larger: the current densities at the two cathode ends differ from the modal reference by about \(2\times10^{-3}\) A/m\(^2\). At the anode edge this comparison fails however fine the mesh. The boundary flux jumps there from \(j\) to zero. Directly below the edge, at \(\theta=\pi/2\), \(\phi_s=-jr/(2\kappa)\), so the gradient formula tends to \(j/2\) while the kinetics give \(j\). A fixed number of nodes away the mismatch does not vanish either: the relative mismatch comes to depend only on \(h/r\). On the wall the third normal derivative of \(\phi_s\) is zero, because its flux is constant there, so the leading error of the formula is \(h^3\) times the fourth derivative, which grows as \(1/r^3\). The mismatch therefore falls as \((h/r)^3\) well away from the edge; on fine meshes it is about 11% one node from the edge, 3% at two nodes and 0.3% at four.

## Choosing the settings

- Stop the iteration on the largest potential update. A full update of \(10^{-4}\) V suffices for a single current distribution with kinetics like these; tighten it for a mesh study. Keep the current balance as a check on the assembly; a converged solution balances even with a sign error common to both electrodes.
- Keep backtracking on, especially when the voltage is high or the starting potential is poor.
- Align electrode ends with nodes on every mesh to be compared; otherwise the error also depends on where an end falls between nodes, and extrapolation becomes unreliable. Start with \(h\) several times smaller than \(\kappa/i'\), evaluated where the current density is highest. For 0.1% accuracy in the total current of this example, 1.25 mm is just sufficient, with an error of 0.09%.
- Compare at least three meshes, and examine the local current as well as the total. Use the logarithmic extrapolation only if \([I(2h)-I(h)]/h^2\) changes by nearly equal amounts at successive halvings, as the logarithmic law requires. This test needs no reference solution, but it takes at least four meshes.

No numerical setting repairs a missing process. Near the limiting current, the surface concentration enters \(i\), and a transport equation must be solved with the potential. A growing deposit also moves the boundary, so the distribution found here applies to the initial geometry.

## Table of computed values

```
cell width, height, anode length: 100, 50, 40 mm
conductivity 20 S/m, exchange current density 10 A/m^2
alpha_a 0.6, alpha_c 0.4, T 298.15 K, F/RT 38.9217 1/V, voltage 0.3 V
Jacobian against finite differences, relative error: 5.6e-09
full-width anode: grid 49.750750, scalar balance 49.750750 A/m^2
largest difference between solutions from 4 starts: 2.1e-16 V
quadratic coefficient alpha*f/2: 11.677 1/V
Newton, h = 1.25 mm: step, max error (V), bound (V), I_a+I_c (A/m)
   0  8.983e-02  nan  +2.944e+00
   1  3.381e-02  7.679e-01  +1.100e+00
   2  7.378e-03  2.940e-02  +3.277e-01
   3  4.252e-04  7.551e-04  +2.335e-02
   4  1.353e-06  2.132e-06  +7.052e-05
   5  1.310e-11  2.137e-11  +6.247e-10
modal reference: total current 3.1136657 A/m
  relative change, 12 to 18 polynomials: 1.5e-07
mesh: h (mm), I (A/m), error (%), order, |I_a+I_c|/I, Newton steps
  5.0000  3.1393474  +0.82481  nan  5.7e-16  6
  2.5000  3.1224469  +0.28202  1.548  2.0e-15  6
  1.2500  3.1164977  +0.09096  1.633  6.1e-15  6
  0.6250  3.1145402  +0.02809  1.695  6.0e-15  6
  0.3125  3.1139272  +0.00840  1.742  1.0e-14  6
error/h^2 (A/m per mm^2): 0.001027, 0.001405, 0.001813, 0.002239, 0.002678
its growth per halving:   0.000378, 0.000408, 0.000426, 0.000439
cathode, kinetic minus gradient current, finest mesh: 4.74e-04 A/m^2, order 2.001
smooth full-width anode, observed order: 1.9884
10 V start: 8 steps with backtracking (7 halvings), 133 without
cathode current density at x = 0: grid 40.1591, modal 40.1568 A/m^2
cathode current density at x = L: grid 23.0385, modal 23.0361 A/m^2
mean cathode current density: 31.1367 A/m^2 = 3.1137 mA/cm^2
mean anode current density: 77.8416 A/m^2
cathode ratio i(0)/i(L): 1.7432
```
